\section*{Nuclear Polarizability Shift of Atomic S Levels from Two-Photon Exchange, part 1}

(Sections cited here and not found follow in the second part.)

\section{Why the static potential is not enough}

A nucleus placed in an electric field $\mathbf E$ acquires a dipole moment $\alpha_E\mathbf E$ and lowers its energy by $\tfrac12\alpha_E E^2$. In Gaussian units, used throughout, $\alpha_E$ is a volume. An electron at distance $r$ produces a field of size $e/r^2$ at the nucleus, which suggests the potential
\begin{equation}
V_{\rm stat}(r)=-\frac{e^2\alpha_E}{2r^4}.
\label{static}
\end{equation}
For an S state the density $n=|\psi(0)|^2$ at the origin is finite, and the expectation value of (\ref{static}) does not exist. With a lower cutoff $r_c$ much smaller than the atom,
\begin{equation}
\langle V_{\rm stat}\rangle\simeq-\frac{e^2\alpha_E}{2}\,n\int_{r_c}^\infty\frac{4\pi r^2\,dr}{r^4}=-\frac{2\pi e^2\alpha_E\,n}{r_c}.
\label{cut}
\end{equation}
The answer is set entirely by the cutoff. Choosing the nuclear radius for $r_c$ looks natural, but it is far too small a cutoff for an electron and gives far too large a shift, as the example at the end shows. The fault lies in the word static. Equation (\ref{static}) assumes that the nucleus follows the field without delay and that the electron stays at $r$ while the nucleus is excited. An electron confined to a small $r$ has a large kinetic energy, and below the Compton length $\hbar/mc$ it is relativistic and its field is retarded. The shift has to be computed as the exchange of two photons between a Dirac electron and a nucleus with a finite excitation energy. With $\alpha=e^2/\hbar c$ the result is
\begin{equation}
\delta E=-5\,\alpha mc^2\,\alpha_E\,|\psi(0)|^2\left[\ln\frac{2\bar E}{mc^2}+\frac{19}{30}\right],\qquad \alpha mc^2=\frac{me^2c}{\hbar},
\label{result}
\end{equation}
for $Z\alpha\ll1$, $Z\alpha E_j\ll mc^2$ and $mc^2\ll E_j\ll\hbar c/R$, where $E_j$ are the nuclear excitation energies, $\bar E$ is a logarithmic mean of them and $R$ is the nuclear radius. The short form $-5\alpha mc^2\alpha_E|\psi(0)|^2\ln(\bar E/mc^2)$ is the leading logarithm of (\ref{result}) and nothing more. It omits $\ln2+19/30$, which is negligible only when $\ln(\bar E/mc^2)$ is much larger than one.

\section{Model and the second-order shift}

The nucleus is infinitely heavy, sits at the origin, and couples to the electric field through $-\mathbf d\cdot\mathbf E(0)$, where $\mathbf d$ is its dipole operator. Recoil, magnetic polarizability and higher multipoles are left out. The ground state has definite parity, so $\langle0|\mathbf d|0\rangle=0$. It is taken isotropic (spin zero; for other spins what follows is the scalar part), so that the sum over the substates $\mu$ of a level $j$ with excitation energy $E_j$ is
\begin{equation}
\sum_\mu\langle0|d_i|j\mu\rangle\langle j\mu|d_l|0\rangle=\tfrac13|d_j|^2\,\delta_{il},\qquad |d_j|^2=\sum_\mu|\langle j\mu|\mathbf d|0\rangle|^2 .
\label{iso}
\end{equation}
Everything else (electron, positron sea, photons) has eigenstates $|r\rangle$ with excitation energies $W_r$ above the state $|0\rangle$ whose shift is wanted. Second-order perturbation theory gives
\begin{equation}
\delta E=-\sum_{j,r}\frac{\tfrac13|d_j|^2\sum_i|\langle r|E_i(0)|0\rangle|^2}{E_j+W_r}.
\label{second}
\end{equation}
The term $r=0$ is absent because the mean field at the origin vanishes in an S state. The denominator mixes the two systems, and it can be factorized. For $a,b>0$, partial fractions and $\int_{-\infty}^\infty du/(a^2+u^2)=\pi/a$ give
\begin{equation}
\int_{-\infty}^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left(\frac\pi a-\frac\pi b\right)=\frac{\pi}{ab(a+b)} .
\end{equation}
Multiplying by $4ab/(4\pi)$ and setting $u=\hbar\xi$,
\begin{equation}
\frac1{a+b}=\frac\hbar2\int_{-\infty}^\infty\frac{d\xi}{2\pi}\,\frac{2a}{a^2+\hbar^2\xi^2}\,\frac{2b}{b^2+\hbar^2\xi^2}.
\label{factor}
\end{equation}
Inserting (\ref{factor}) in (\ref{second}) yields
\begin{equation}
\delta E=-\frac\hbar2\int_{-\infty}^\infty\frac{d\xi}{2\pi}\,\alpha_E(i\xi)\,{\rm Tr}\,D(i\xi),
\label{master}
\end{equation}
with
\begin{align}
\alpha_E(i\xi)&=\sum_j\alpha_j\frac{E_j^2}{E_j^2+\hbar^2\xi^2},\qquad \alpha_j=\frac{2|d_j|^2}{3E_j},\qquad \alpha_E=\sum_j\alpha_j,\label{pol}\\
{\rm Tr}\,D(i\xi)&=\sum_{r,i}|\langle r|E_i(0)|0\rangle|^2\frac{2W_r}{W_r^2+\hbar^2\xi^2}.\label{D}
\end{align}
The sum $\alpha_E$ is the static polarizability: a constant field gives $-\sum_j\tfrac13|d_j|^2E^2/E_j=-\tfrac12\alpha_EE^2$.

The function $D$ is a response function, which is what makes it computable. Let a system in a state $|a\rangle$ of energy $\mathcal E_a$ be perturbed by $Ve^{-i\omega t}+V^\dagger e^{i\omega t}$. First-order time-dependent theory corrects the ket by $\sum_b|b\rangle\langle b|V|a\rangle e^{-i\omega t}/(\mathcal E_a+\hbar\omega-\mathcal E_b)$ plus the same term with $V\to V^\dagger$, $\omega\to-\omega$. The part of $\langle O\rangle$ that varies as $e^{-i\omega t}$ comes from the first term in the ket and from the conjugate of the second term in the bra:
\begin{equation}
\langle O\rangle_\omega=\sum_b\left[\frac{\langle a|O|b\rangle\langle b|V|a\rangle}{\mathcal E_a+\hbar\omega-\mathcal E_b}+\frac{\langle a|V|b\rangle\langle b|O|a\rangle}{\mathcal E_a-\hbar\omega-\mathcal E_b}\right].
\label{lin}
\end{equation}
For $V=-pE_i(0)$ and $O=E_i(0)$ this is $p\sum_r|\langle r|E_i|0\rangle|^2\,2W_r/(W_r^2-\hbar^2\omega^2)$, which at $\omega=i\xi$ is $p$ times one diagonal term of (\ref{D}). Thus $D_{ii}$ is the field that appears at the origin per unit classical dipole $p$ oscillating there along $i$, continued to imaginary frequency.

Most of $D$ has nothing to do with the bound electron. It describes the self-energy of the nucleus, which is the same for every atomic level. The level shift is given by the difference $\delta D$ between the response with and without the electron. This difference also removes a formal ambiguity. In the Hamiltonian with dipole coupling the transverse operator that multiplies $\mathbf d$ is the displacement $\mathbf E_T+4\pi\mathbf P_T$, and the longitudinal one is the Coulomb field of the electrons without the dipole's own field. Their responses differ from that of the total field $\mathbf E$ by constant multiples of the source, independent of the electron. To order $e^2$, $\delta D$ consists of a photon going from the dipole to the electron, scattering there, and returning. Equation (\ref{master}) with $\delta D$ is the two-photon exchange, and the two terms of (\ref{lin}) applied to the electron are the direct and the crossed diagram.

\section{The electron at rest}

Let $M(\mathbf p',\mathbf p)$ be the two-photon amplitude between free electron states of wave vectors $\mathbf p$ and $\mathbf p'$, normalized in unit volume. Neglecting the Coulomb attraction while the nucleus is excited, the shift of a bound state is $\int\!\!\int\tilde\psi^*(\mathbf p')M(\mathbf p',\mathbf p)\tilde\psi(\mathbf p)\,d^3p\,d^3p'/(2\pi)^6$. The wave function extends to $\hbar p\sim Z\alpha mc$. If the loop inside $M$ is dominated by momenta of order $mc$ or more, $M$ may be replaced by $M(0,0)$, and since $\int\tilde\psi\,d^3p/(2\pi)^3=\psi(0)$ the shift is $M(0,0)|\psi(0)|^2$. The premise is verified on the result, in the part on binding. At this order only S states shift.

The quantity $M(0,0)\,n$ is the shift for one electron of zero momentum in a box of volume $1/n$. This state is the lowest one-electron state, so all $W_r>0$ as (\ref{factor}) requires. For an excited level the lower bound states have negative $W_r$, at most of order $(Z\alpha)^2mc^2$, which belongs to the binding effects already neglected. The system is uniform, so its response to a field is diagonal in the wave vector $\mathbf k$ and is described by permittivities $1+\chi_L(k,\omega)$ and $1+\chi_T(k,\omega)$, needed to first order in $n$.

The electron has charge $-e$, Hamiltonian $H(\mathbf k)=\hbar c\,\boldsymbol\alpha\cdot\mathbf k+\beta mc^2$, and coupling $-e(\phi-\boldsymbol\alpha\cdot\mathbf A)$. The negative-energy states are filled. For a determinant, (\ref{lin}) holds with $a$ summed over occupied and $b$ over empty one-particle states. The restriction on $b$ can be dropped. If $a$ and $b$ are both occupied, the first term for the pair $(a,b)$ has numerator $\langle a|O|b\rangle\langle b|V|a\rangle$ and denominator $\mathcal E_a-\mathcal E_b+\hbar\omega$, and the second term for the pair $(b,a)$ has the same numerator and the opposite denominator, so they cancel. The response is then additive in the occupied states. Subtracting the sea leaves the single term $a=u$, the rest spinor, with $b$ running over both signs of energy. For vertex matrices $\Gamma,\Gamma'$ define
\begin{equation}
t[\Gamma,\Gamma']=u^\dagger\Gamma\frac{1}{mc^2+\hbar\omega-H(\mathbf k)}\Gamma'u+u^\dagger\Gamma'\frac{1}{mc^2-\hbar\omega-H(-\mathbf k)}\Gamma u .
\label{tdef}
\end{equation}
In the first term the field $e^{i\mathbf k\cdot\mathbf r}$ acts first and gives the electron $+\mathbf k$; in the second the operator $e^{-i\mathbf k\cdot\mathbf r}$ of the Fourier component acts first and gives $-\mathbf k$. This is the forward Compton tensor. At imaginary $\omega$ it has no poles.

Because the Dirac matrices anticommute, $H^2=\hbar^2c^2k^2+m^2c^4$, so $(z-H)^{-1}=(z+H)/(z^2-H^2)$. For $z=mc^2\pm\hbar\omega$,
\begin{equation}
z^2-H^2=B\pm C,\qquad B=\hbar^2(\omega^2-c^2k^2),\qquad C=2mc^2\hbar\omega .
\end{equation}
The rest spinor obeys $u^\dagger\beta u=1$ and $u^\dagger\boldsymbol\alpha u=0$. For $\Gamma=\Gamma'=1$ the numerator is $z+mc^2=2mc^2\pm\hbar\omega$, and
\begin{align}
t^{00}&=\frac{(2mc^2+\hbar\omega)(B-C)+(2mc^2-\hbar\omega)(B+C)}{B^2-C^2}\nonumber\\
&=\frac{4mc^2B-2\hbar\omega C}{B^2-C^2}=\frac{4mc^2(B-\hbar^2\omega^2)}{B^2-C^2}=-\frac{4mc^4\hbar^2k^2}{B^2-C^2}.
\end{align}
For a transverse direction take $\mathbf k$ along $z$ and $\Gamma=\Gamma'=\alpha_x$. Then $\alpha_x\alpha_z\alpha_x=-\alpha_z$ has zero expectation value and $\alpha_x\beta\alpha_x=-\beta$, so the numerator is $z-mc^2=\pm\hbar\omega$ and
\begin{equation}
t^{xx}=\hbar\omega\left[\frac1{B+C}-\frac1{B-C}\right]=-\frac{2\hbar\omega C}{B^2-C^2}=-\frac{4mc^2\hbar^2\omega^2}{B^2-C^2}.
\end{equation}
Neither expression depends on the spin. The mixed components, such as $t[\alpha_x,\alpha_y]$, contain $\alpha_x\alpha_y=i\Sigma_z$ and do depend on it, but a trace to first order in $n$ uses the diagonal components only. At $\omega=i\xi$, with $Q^2=k^2+\xi^2/c^2$, one has $B=-\hbar^2c^2Q^2$ and $C^2=-4m^2c^4\hbar^2\xi^2$, hence
\begin{equation}
B^2-C^2=4m^2c^4\hbar^2\,\Omega^2,\qquad \Omega^2=\xi^2+\left(\frac{\hbar Q^2}{2m}\right)^2,
\end{equation}
\begin{equation}
t^{00}=-\frac{k^2}{m\,\Omega^2},\qquad t^{xx}=\frac{\xi^2}{mc^2\,\Omega^2}.
\label{tt}
\end{equation}
For $k\to0$ and $\hbar\xi\ll mc^2$, $\Omega\to\xi$ and $t^{xx}\to1/mc^2$, the response produced by the $e^2A^2/2mc^2$ term of the Schr\"odinger Hamiltonian. Here it comes from the negative-energy states.

In Coulomb gauge the longitudinal field is $\mathbf E=-i\mathbf k\phi$. With $O=-en\,e^{-i\mathbf k\cdot\mathbf r}$ and $V=-e\phi\,e^{i\mathbf k\cdot\mathbf r}$, equation (\ref{lin}) gives the induced charge $\rho=e^2n\,t^{00}\phi$. By definition $\rho=-i\mathbf k\cdot\mathbf P$ with $\mathbf P=\chi_L\mathbf E/4\pi$, so $\rho=-\chi_Lk^2\phi/4\pi$ and $\chi_L=-4\pi e^2n\,t^{00}/k^2$. The transverse field is $E_x=i\omega A_x/c$. With $O=-ecn\,\alpha_xe^{-i\mathbf k\cdot\mathbf r}$ and $V=+e\alpha_xA_xe^{i\mathbf k\cdot\mathbf r}$ the induced current is $j_x=-e^2nc\,t^{xx}A_x$. By definition $j_x=-i\omega P_x=\omega^2\chi_TA_x/4\pi c$, so $\chi_T=-4\pi e^2nc^2t^{xx}/\omega^2=+4\pi e^2nc^2t^{xx}/\xi^2$. With (\ref{tt}) the two coincide:
\begin{equation}
\chi_L=\chi_T=\chi=\frac{\omega_p^2}{\xi^2+(\hbar Q^2/2m)^2},\qquad \omega_p^2=\frac{4\pi ne^2}{m}.
\label{chi}
\end{equation}
The nonrelativistic response of a free electron has the recoil frequency $\hbar k^2/2m$ in this place. Relativity replaces $k^2$ by $Q^2$.

\section{The field returned to the dipole}

A point dipole $\mathbf p$ at the origin is a polarization with Fourier transform $\mathbf p$ for every $\mathbf k$. Gauss's law $i\mathbf k\cdot[(1+\chi)\mathbf E+4\pi\mathbf p]=0$ fixes the longitudinal part. Faraday's and Amp\`ere's laws combine to $k^2\mathbf E_T=(\omega^2/c^2)[(1+\chi)\mathbf E_T+4\pi\mathbf p_T]$. At $\omega^2=-\xi^2$,
\begin{equation}
\mathbf E_L=-\frac{4\pi\mathbf p_L}{1+\chi},\qquad \mathbf E_T=-\frac{4\pi(\xi^2/c^2)\,\mathbf p_T}{k^2+(1+\chi)\xi^2/c^2}.
\end{equation}
To first order in $\chi$ the changes are $\delta\mathbf E_L=4\pi\chi\,\mathbf p_L$ and $\delta\mathbf E_T=4\pi\chi\,(\xi/c)^4Q^{-4}\,\mathbf p_T$. The field at the origin is the sum over $\mathbf k$, and the trace counts one longitudinal and two transverse directions:
\begin{equation}
{\rm Tr}\,\delta D(i\xi)=4\pi\int\frac{d^3k}{(2\pi)^3}\,\chi\left[1+\frac{2(\xi/c)^4}{Q^4}\right].
\label{trD}
\end{equation}
Both terms are positive, so both lower the level. The factor $(\xi/c)^4/Q^4$ suppresses the transverse part relative to the longitudinal one at wave numbers $k\gg\xi/c$.

Two tests in the program bear on this chain. The first diagonalizes a small Hamiltonian made of a two-level nucleus coupled with strength $g$ to the momentum of one photon mode, and a two-level electron coupled with strength $e$ to the coordinate of that mode, with a seagull term. The coefficient of $g^2e^2$ in the ground energy is $-0.14631$, and the one-mode form of (\ref{master}) with the transverse term of (\ref{trD}) gives $-0.14631$. This fixes the sign and the power of $\xi$ without the use of response theory. The second inverts the $4\times4$ Dirac matrices numerically at random $\xi$ and $\mathbf k$, confirms (\ref{tt}), and recomputes the integrand of (\ref{trD}) with potentials in Feynman gauge, for each spin direction separately.

\section{The momentum integral}

Introduce $x=\hbar\xi/mc^2$, $y=\hbar k/mc$ and $S=x^2+y^2$. Then $Q^2=(mc/\hbar)^2S$ and $\Omega^2=(mc^2/\hbar)^2(S^2+4x^2)/4$. With $d^3k/(2\pi)^3=k^2dk/2\pi^2$,
\begin{equation}
{\rm Tr}\,\delta D=4\pi\cdot\frac{4\pi ne^2}{m}\cdot\frac{1}{2\pi^2}\left(\frac{mc}\hbar\right)^3\cdot4\left(\frac{\hbar}{mc^2}\right)^2I(x)=32\,\alpha n\,I(x),
\end{equation}
because the numerical factors give $16\pi^2\cdot4/2\pi^2=32$ and the dimensional ones give $e^2/\hbar c$. Here
\begin{equation}
I(x)=\int_0^\infty\frac{y^2\,dy}{S^2+4x^2}\left[1+\frac{2x^4}{S^2}\right]=I_L+I_T .
\end{equation}
The integrand of (\ref{master}) is even in $\xi$, and $\hbar\,d\xi=mc^2dx$, so $\delta E=-(mc^2/2\pi)\int_0^\infty dx\,\alpha_E(i\xi)\,32\alpha nI$. Writing $F=16xI/\pi$ and $\epsilon_j=E_j/mc^2$, and using (\ref{pol}),
\begin{equation}
\delta E=-\alpha mc^2\,n\sum_j\alpha_jJ(\epsilon_j),\qquad J(\epsilon)=\int_0^\infty\frac{dx}{x}\,F(x)\,\frac{\epsilon^2}{\epsilon^2+x^2}.
\label{J}
\end{equation}

One elementary integral is enough. For ${\rm Re}\,a,{\rm Re}\,b>0$, $y^2/(y^2+a^2)=1-a^2/(y^2+a^2)$ gives
\begin{equation}
\int_0^\infty y^2\left[\frac1{y^2+a^2}-\frac1{y^2+b^2}\right]dy=\frac\pi2(b-a).
\label{elem}
\end{equation}
Since $1/(S^2+4x^2)=(1/4ix)[1/(S-2ix)-1/(S+2ix)]$, the longitudinal integral has $a^2=x^2-2ix$ and $b^2=x^2+2ix$. Let $\kappa=\sqrt{1+2i/x}$ with positive real part and $s=\kappa+\kappa^*$, so that $b=x\kappa$, $a=x\kappa^*$, and $\kappa-\kappa^*=(\kappa^2-\kappa^{*2})/s=4i/(xs)$. Then
\begin{equation}
I_L=\frac1{4ix}\cdot\frac\pi2\,x\cdot\frac{4i}{xs}=\frac{\pi}{2xs},\qquad F_L=\frac8s .
\end{equation}
For the transverse part use $1/[S^2(S^2+4x^2)]=(1/4x^2)[1/S^2-1/(S^2+4x^2)]$. Dividing (\ref{elem}) by $b^2-a^2$ and letting $a,b\to x$ gives $\int_0^\infty y^2dy/S^2=\pi/4x$. Therefore
\begin{equation}
I_T=\frac{x^2}{2}\left[\frac{\pi}{4x}-\frac{\pi}{2xs}\right]=\frac{\pi x}{8}\,\frac{s-2}{s},\qquad F_T=2x^2\,\frac{s-2}{s}.
\end{equation}
The variable $s$ is real: $s^2=\kappa^2+\kappa^{*2}+2|\kappa|^2=2+2\sqrt{1+4/x^2}$. Solving for $x$, $(s^2/2-1)^2-1=s^2(s^2-4)/4=4/x^2$, so $x^2=16/[s^2(s^2-4)]$. The factor $s-2$ then cancels in $F_T$:
\begin{equation}
F=F_L+F_T=\frac8s+\frac{32}{s^3(s+2)} .
\label{F}
\end{equation}
The program checks both terms against direct quadrature over $y$ at five values of $x$.

At large $x$, $s^2=4+4/x^2+\dots$, so $s=2+1/x^2+O(x^{-4})$. Then $F_L=4/(1+1/2x^2)=4-2/x^2$, and $F_T=(1+1/2x^2)^{-3}(1+1/4x^2)^{-1}=1-7/4x^2$, each up to $O(x^{-4})$:
\begin{equation}
F=5-\frac{15}{4x^2}+O(x^{-4}).
\label{Flarge}
\end{equation}
The quadrature at $x=300$ gives $F_L=3.999978$ and $F_T=0.999981$. This is the origin of the 5: four units from the longitudinal field and one from the transverse field. At small $x$, $s^2\to4/x$, so $F_L\to4\sqrt x$ and $F_T\to32/s^4=2x^2$. In (\ref{J}) the measure $dx/x$ is thus switched on by $F$ at $x\sim1$ and switched off by the nuclear factor at $x\sim\epsilon$. For $\epsilon\gg1$ the plateau between them has height 5 and length $\ln\epsilon$.

The shift is now reduced to a single integral $J(\epsilon)$ over the known function $F$, whose plateau of height 5 gives the leading logarithm. What remains is to find the constant that accompanies the logarithm, to establish where the formula fails, and to work through a numerical example.
